# Positronium negative ion energy from exponentials in three interparticle distances

## Problem

The positronium negative ion consists of two electrons (particles 1 and 2) and one positron (particle 3). All three have mass 1 in atomic units, and they interact through nonrelativistic Coulomb forces only. Consider the lowest state with zero total orbital angular momentum and a spatial function symmetric under exchange of the electrons, so that the electron spins form a singlet. Let \(r_1,r_2\) be the electron–positron distances and \(r_{12}\) the electron–electron distance.

(a) Separate the centre-of-mass motion and write the kinetic energy as an integral over first derivatives.

(b) Derive closed forms for the overlap, kinetic and potential integrals between functions \(e^{-ar_1-br_2-cr_{12}}\). State which exponents are allowed.

(c) Find the best energy with \(e^{-a(r_1+r_2)}\). Does it show that the ion is bound against breaking up into positronium and a free electron?

(d) Answer the same question for a single exponential with three different exponents, symmetrized in the electrons.

(e) Compute the energy to six decimals in hartree with many symmetrized exponentials, and judge how well the digits are established.

Algebra is in atomic units. Numbers are in eV and angstrom, with hartree added for the main results.

## Solution

### (a) Hamiltonian and kinetic energy

Let \(\mathbf R_i\) be the particle positions, and set \(\mathbf r_1=\mathbf R_1-\mathbf R_3\), \(\mathbf r_2=\mathbf R_2-\mathbf R_3\). With the centre of mass at rest, the wave function depends on \(\mathbf r_1,\mathbf r_2\) alone. The chain rule gives the derivatives with respect to the particle positions:

\[
\mathbf D_1=\nabla_1,\qquad \mathbf D_2=\nabla_2,\qquad \mathbf D_3=-\nabla_1-\nabla_2 .
\]

The kinetic operator is \(-\tfrac12\sum_i\mathbf D_i^2\). Since \(\mathbf D_3^2=\nabla_1^2+\nabla_2^2+2\nabla_1\cdot\nabla_2\),

\[
H=-\nabla_1^2-\nabla_2^2-\nabla_1\cdot\nabla_2-\frac1{r_1}-\frac1{r_2}+\frac1{r_{12}} .
\]

The cross term comes from the recoil of the positron. Its coefficient is as large as those of the other kinetic terms, because the positron is as light as the electrons.

A state of zero angular momentum is unchanged by rotations, so it depends only on \(r_1\), \(r_2\) and the angle between the two vectors, or equally on \(r_1,r_2,r_{12}\). For real functions \(f,g\) of this kind, integration by parts gives

\[
\langle f|T|g\rangle=\tfrac12\sum_{i=1}^3\int \mathbf D_if\cdot\mathbf D_ig\;d^3r_1d^3r_2 .
\]

There is no boundary term at infinity if the functions decay exponentially. There is none at a point where two particles meet either: the gradients stay bounded there, while the area of a small surrounding sphere goes to zero.

Write \(f_1,f_2,f_{12}\) for the derivatives with respect to the three distances, and \(\mathbf e_{ij}\) for the unit vector from particle \(j\) to particle \(i\). Then

\[
\begin{aligned}
\mathbf D_1f&=f_1\mathbf e_{13}+f_{12}\mathbf e_{12},\\
\mathbf D_2f&=f_2\mathbf e_{23}-f_{12}\mathbf e_{12},\\
\mathbf D_3f&=-f_1\mathbf e_{13}-f_2\mathbf e_{23}.
\end{aligned}
\]

Let \(\theta_i\) be the angle at particle \(i\) in the triangle of the three particles. Then \(\mathbf e_{13}\cdot\mathbf e_{12}=\cos\theta_1\), \(-\mathbf e_{23}\cdot\mathbf e_{12}=\cos\theta_2\) and \(\mathbf e_{13}\cdot\mathbf e_{23}=\cos\theta_3\). Each square term, such as \(f_1g_1\), occurs for two particles, and the prefactor ½ reduces it to one. Each cosine occurs once and keeps the ½:

\[
\begin{aligned}
\tfrac12\sum_i\mathbf D_if\cdot\mathbf D_ig={}&f_1g_1+f_2g_2+f_{12}g_{12}
+\tfrac12(f_1g_{12}+f_{12}g_1)\cos\theta_1\\
&+\tfrac12(f_2g_{12}+f_{12}g_2)\cos\theta_2
+\tfrac12(f_1g_2+f_2g_1)\cos\theta_3 .
\end{aligned}
\]

For unequal masses, particle \(i\) would contribute with weight \(1/m_i\). The \(\cos\theta_3\) term would then carry \(1/(2m_3)\) and vanish for an infinitely heavy positive particle. The equal coefficients above therefore belong to the equal-mass case.

### (b) The integrals

**Volume element.** The direction of \(\mathbf r_1\) contributes \(4\pi\), and the rotation of \(\mathbf r_2\) about \(\mathbf r_1\) contributes \(2\pi\). What remains is \(8\pi^2r_1^2r_2^2\,dr_1dr_2\,d(\cos\theta_3)\). At fixed \(r_1,r_2\), the relation \(r_{12}^2=r_1^2+r_2^2-2r_1r_2\cos\theta_3\) gives \(r_{12}dr_{12}=-r_1r_2\,d(\cos\theta_3)\). The sign only reverses the limits, so the volume element is

\[
8\pi^2\,r_1r_2r_{12}\,dr_1dr_2dr_{12},
\]

with the three distances obeying the triangle inequalities. These are removed by the substitution

\[
r_1=x+y,\qquad r_2=x+z,\qquad r_{12}=y+z .
\]

Its inverse is \(x=\tfrac12(r_1+r_2-r_{12})\), \(y=\tfrac12(r_1+r_{12}-r_2)\), \(z=\tfrac12(r_2+r_{12}-r_1)\). The triangle inequalities say that \(x,y,z\ge0\), with no further restriction. The determinant of the substitution is \(1(0-1)-1(1-0)=-2\), so \(dr_1dr_2dr_{12}=2\,dx\,dy\,dz\).

**Moments.** Take \(f\) with exponents \(a,b,c\) and \(g\) with \(a',b',c'\), and let \(\alpha=a+a'\), \(\beta=b+b'\), \(\gamma=c+c'\). Then

\[
\alpha r_1+\beta r_2+\gamma r_{12}=(\alpha+\beta)x+(\alpha+\gamma)y+(\beta+\gamma)z .
\]

Define

\[
p=\frac1{\alpha+\beta},\qquad q=\frac1{\alpha+\gamma},\qquad s=\frac1{\beta+\gamma}.
\]

Since \(\int_0^\infty x^ie^{-x/p}dx=i!\,p^{i+1}\), every integral has the common factor \(8\pi^2\cdot2pqs\). Once it is taken out, a monomial is replaced according to

\[
x^iy^jz^k\;\to\; i!\,j!\,k!\;p^iq^js^k .
\]

For \(f=g\), convergence requires

\[
a+b>0,\qquad a+c>0,\qquad b+c>0 .
\]

If every basis function satisfies this, all mixed integrals converge. This includes those with the electrons exchanged, where for example \((a+b')+(c+c')=(a+c)+(b'+c')>0\). A single exponent may be negative.

**Overlap.** The weight is

\[
(x+y)(x+z)(y+z)=x^2y+xy^2+x^2z+xz^2+y^2z+yz^2+2xyz .
\]

With \(C_{pq}=pq(p+q)\), and \(C_{ps}\), \(C_{qs}\) defined likewise, the replacement rule gives

\[
S=2(C_{pq}+C_{ps}+C_{qs}+pqs).
\]

**Potential.** Multiplying the potential by \(r_1r_2r_{12}\) gives \(r_1r_2-r_2r_{12}-r_1r_{12}\). The products are

\[
\begin{aligned}
r_1r_2&=x^2+xy+xz+yz,\\
r_1r_{12}&=y^2+xy+xz+yz,\\
r_2r_{12}&=z^2+xy+xz+yz .
\end{aligned}
\]

The mixed terms occur once with a plus sign and twice with a minus sign. Therefore

\[
V=2p^2-2q^2-2s^2-(pq+ps+qs).
\]

**Cosines.** The cosine law at particle 1 gives

\[
r_1r_2r_{12}\cos\theta_1=\tfrac12r_2(r_1^2+r_{12}^2-r_2^2)=(x+z)(y^2+xy+yz-xz),
\]

because \((x+y)^2+(y+z)^2-(x+z)^2=2y^2+2xy+2yz-2xz\). Multiplying out,

\[
xy^2+x^2y+y^2z+yz^2-x^2z-xz^2+2xyz ,
\]

and the replacement rule yields \(K_1\) below. The lengths \(y,z,x\) play the same part for particles 1, 2, 3 respectively, so the other two follow by relabelling:

\[
\begin{aligned}
K_1&=2(C_{pq}+C_{qs}-C_{ps}+pqs),\\
K_2&=2(C_{ps}+C_{qs}-C_{pq}+pqs),\\
K_3&=2(C_{pq}+C_{ps}-C_{qs}+pqs).
\end{aligned}
\]

**Kinetic energy.** For exponentials \(f_1=-af\), \(g_1=-a'g\), and so on. The two minus signs cancel in every product, and

\[
\begin{aligned}
T={}&(aa'+bb'+cc')S+\tfrac12(ac'+ca')K_1\\
&+\tfrac12(bc'+cb')K_2+\tfrac12(ab'+ba')K_3 .
\end{aligned}
\]

**Exchange.** The basis functions are \((1+P)f\), where \(P\) exchanges the electrons and hence \(a\) and \(b\). For \(O=1\), \(T\), \(V\) or \(H\), \(P\) commutes with \(O\), is its own adjoint and satisfies \(P^2=1\). Since \((1+P)^2=2(1+P)\),

\[
\langle(1+P)f|O|(1+P)g\rangle=2\langle f|O|g\rangle+2\langle f|O|Pg\rangle .
\]

The factor 2 cancels in energies. Each element is thus a direct integral plus one with \(a'\) and \(b'\) interchanged, and each of the two has its own \(2pqs\).

The numerical check tests these formulas, for one pair of functions with a negative exponent, against quadrature of \(fHg\) with \(Hg\) obtained from Cartesian second derivatives.

### (c) The product function

For \(f=g=e^{-a(r_1+r_2)}\) we have \(\alpha=\beta=2a\), \(\gamma=0\), hence \(p=1/(4a)\) and \(q=s=1/(2a)\). Then

\[
C_{pq}=C_{ps}=\frac{3}{32a^3},\qquad C_{qs}=\frac1{4a^3},\qquad pqs=\frac1{16a^3}.
\]

These give \(S=1/a^3\) and \(K_3=2(\tfrac3{16}-\tfrac14+\tfrac1{16})/a^3=0\). The recoil term has zero mean, since in this product the direction of one electron's momentum is independent of the other's. The kinetic integral is \(2a^2S\), and

\[
V=\frac1{a^2}\left(\frac18-\frac12-\frac12-\frac12\right)=-\frac{11}{8a^2}.
\]

Dividing by \(S\),

\[
E(a)=2a^2-\frac{11}{8}a,\qquad a=\frac{11}{32},\qquad E=-\frac{121}{512}.
\]

This is −6.43082 eV, with \(a=0.64959\) Å⁻¹.

The energy to compare with is that of positronium plus an electron at rest far away. The relative motion in positronium has the Hamiltonian \(-\nabla^2-1/r\). Acting on \(e^{-r/2}\), the Laplacian gives the factor \(\tfrac14-1/r\), so the energy is \(-\tfrac14+1/r-1/r=-\tfrac14\), or −6.80285 eV. The product function lies 0.37203 eV above this threshold. It does not show binding; nor does it exclude binding, because a variational energy is an upper bound.

### (d) One exponential with three exponents

Minimizing the energy of one symmetrized exponential numerically, and rounding the exponents, gives

\[
a=0.983,\quad b=0.280,\quad c=-0.011\ \text{Å}^{-1}.
\]

In positronium the exponent is \(\tfrac12\) in atomic units, which is 0.945 Å⁻¹. The function thus describes one electron bound to the positron roughly as in positronium and a second one much more loosely held; symmetrization lets either electron take either part. The pair sums are positive although \(c\) is negative.

For the direct integrals, \(\alpha=1.966\), \(\beta=0.560\), \(\gamma=-0.022\) Å⁻¹, so

\[
p=\frac1{2.526}=0.39588,\quad q=\frac1{1.944}=0.51440,\quad s=\frac1{0.538}=1.85874\ \text{Å}.
\]

From these, in Å³,

\[
C_{pq}=0.18537,\quad C_{ps}=1.65904,\quad C_{qs}=2.26905,\quad pqs=0.37852 .
\]

Summing the unrounded terms, \(S=2\times4.49199=8.98398\) Å³. Multiplied by \(2pqs=0.75704\) Å³, this gives the direct overlap 6.8012 Å⁶, apart from \(8\pi^2\).

For the kinetic integral, \(K_1=2.3478\), \(K_2=8.2425\) and \(K_3=-0.0922\) Å³. With \(f=g\) the coefficients reduce to \(ac,bc,ab\), and

\[
T=1.04481\,S+acK_1+bcK_2+abK_3=9.3866-0.0762=9.3104\ \text{Å}.
\]

With exponents in Å⁻¹, a kinetic integral must be multiplied by one hartree times one bohr squared, \(27.2114\times0.529177^2=7.6200\) eV Å². The direct kinetic integral is then \(0.75704\times9.3104\times7.6200=53.71\) eV Å⁶.

For the potential integral,

\[
V=0.3134-0.5292-6.9098-1.8956=-9.0212\ \text{Å}^2 .
\]

The conversion factor is now one hartree times one bohr, 14.3996 eV Å, and the result is −98.34 eV Å⁶.

The exchange integrals follow in the same way with \(a'=0.280\) and \(b'=0.983\) Å⁻¹. They are 2.12858 Å⁶ for the overlap, 8.69578 eV Å⁶ for the kinetic part and −26.43699 eV Å⁶ for the potential part. Adding direct and exchange integrals and dividing by the total overlap,

\[
\begin{aligned}
\langle T\rangle&=\frac{53.70799+8.69578}{6.80122+2.12858}=6.98826\ \text{eV},\\
\langle V\rangle&=\frac{-98.34091-26.43699}{8.92980}=-13.97320\ \text{eV}.
\end{aligned}
\]

The energy is −6.98494 eV, which is 0.18209 eV below the threshold. As an upper bound below the threshold, it establishes that the ion is bound in this model.

### (e) Many exponentials

**Linear coefficients.** Let \(\psi=\sum_kd_k(1+P)f_k\), and let \(\mathbf H,\mathbf S\) be the symmetric matrices of energy and overlap. The mean energy is

\[
E=\frac{\mathbf d^T\mathbf H\mathbf d}{\mathbf d^T\mathbf S\mathbf d}.
\]

Its derivative with respect to \(\mathbf d\) vanishes when

\[
\mathbf H\mathbf d=E\,\mathbf S\mathbf d .
\]

The true energy is the minimum of the mean energy over all functions of the stated symmetry, so the lowest eigenvalue is an upper bound to it.

**Why sums of exponentials help.** Near \(r_{12}=0\), the kinetic energy of the electrons' relative motion is \(-\nabla^2\) in their separation, because their reduced mass is ½. For the spherically averaged function, the terms in \(H\psi\) proportional to \(1/r_{12}\) are \(-2\psi'+\psi\). They must cancel, so \(\psi'=\tfrac12\psi\): the function rises as the electrons separate. For an electron and the positron the sign of the potential is reversed, and \(\psi'=-\tfrac12\psi\). One term \(e^{-cr_{12}}\) has slope \(-c\), so a rise can come from negative \(c\) or from terms with coefficients of opposite sign. The largest basis below contains values of \(c\) down to −0.5141 Å⁻¹.

**Choice of exponents.** Optimizing every exponent separately would be costly. Instead, the pair sums are spread over a box. For function number \(k\), let \(u_n\) be the fractional part of \(\tfrac12k(k+1)\sqrt n\) for \(n=2,3,5\), and set

\[
A=A_0(A_1/A_0)^{u_2},\quad B=B_0(B_1/B_0)^{u_3},\quad C=C_0(C_1/C_0)^{u_5},
\]

where \(A=a+b\), \(B=a+c\), \(C=b+c\). Solving for the exponents,

\[
a=\tfrac12(A+B-C),\quad b=\tfrac12(A+C-B),\quad c=\tfrac12(B+C-A).
\]

Positive limits guarantee the convergence conditions. The six limits were chosen by numerically minimizing the energy of a 40-term basis. In Å⁻¹ they are

- \(A_0=0.698,\ A_1=2.643\)
- \(B_0=0.930,\ B_1=1.348\)
- \(C_0=0.252,\ C_1=1.485\)

For \(k=1\) the fractional parts are 0.41421, 0.73205 and 0.23607. They give \(A=1.2116\), \(B=1.2204\), \(C=0.3830\) Å⁻¹, and hence \(a=1.0245\), \(b=0.1871\), \(c=0.1959\) Å⁻¹.

**Near linear dependence.** Many exponentials resemble one another, and \(\mathbf S\) becomes nearly singular. The basis functions are therefore normalized and \(\mathbf S\) is diagonalized. Combinations whose overlap eigenvalue is below \(10^{-12}\) of the largest are dropped, and the others are scaled to unit norm. An ordinary eigenvalue problem remains. Dropping combinations only restricts the trial function, so the upper bound survives. With this cut nothing is dropped up to 40 terms, but 10 of 80 and 36 of 120 combinations are. The last printed digits of the larger bases therefore depend on the cut: the 120-term energy is −7.1295154 eV with a cut of \(10^{-10}\) and −7.1295203 eV with \(10^{-14}\). At the cut of \(10^{-12}\), going on to 200 terms lowers the energy by only about \(10^{-7}\) eV, because most of the added combinations are dropped.

**Results.** The energies are

- 5 terms: −7.0975385 eV
- 10 terms: −7.1142221 eV
- 20 terms: −7.1290265 eV
- 40 terms: −7.1295106 eV
- 80 terms: −7.1295189 eV
- 120 terms: −7.1295198 eV

To control rounding errors, the mean energy of the 120-term function was recomputed from its coefficients in 40-digit arithmetic. The coefficients need not be perfect for this: any fixed set defines a trial function and gives an upper bound. The result is

\[
E=-0.26200502\ \text{hartree}=-7.1295198\ \text{eV}.
\]

**Virial relation.** If a trial function \(\psi(\mathbf r_1,\mathbf r_2)\) is replaced by \(\psi(\lambda\mathbf r_1,\lambda\mathbf r_2)\), which shrinks it by the factor \(\lambda\), its mean energy becomes \(\lambda^2\langle T\rangle+\lambda\langle V\rangle\), because \(T\) contains two derivatives and \(V\) one inverse distance. The exact state is stationary at \(\lambda=1\), so \(2\langle T\rangle+\langle V\rangle=0\). The computed means are 7.129511 eV and −14.259031 eV, with ratio \(\langle V\rangle/\langle T\rangle=-2.0000013\). This checks the overall scale of the function; a poor function can also satisfy the relation after rescaling.

**How firm are the digits?** An upper bound does not say how far below it the true energy lies. A second calculation therefore used a different basis: products of Laguerre polynomials in scaled \(x,y,z\) with a common exponential, symmetrized in the electrons, and matrices built by quadrature. With 372 functions it gives −7.1295211 eV, which is \(1.3\times10^{-6}\) eV lower than the 120-term result. In \(x,y,z\) every integrand is a polynomial times the common exponential, and the Gauss–Laguerre rule has enough points to integrate it exactly, so this energy is also an upper bound. The exponential basis is thus not converged to all the digits printed. The gain from 80 to 120 terms, \(0.9\times10^{-6}\) eV, is smaller than this remaining difference, so it would have been too optimistic as an error estimate.

For the sixth decimal in hartree to change, the true energy would have to lie below −0.2620055 hartree. That is \(1.3\times10^{-5}\) eV below the 120-term bound, ten times the difference between the two bases. This is numerical evidence, not a proved lower bound, and it supports

\[
E=-0.262005\ \text{hartree}=-7.12952\ \text{eV}.
\]

Relative to positronium and a free electron, the detachment energy is

\[
-0.250000-(-0.262005)=0.012005\ \text{hartree}=0.32667\ \text{eV}.
\]

The single exponential of part (d) recovered 0.18209 eV of this, or 56%. The detachment energy is less than 5% of the total energy, which is why the product function, although it gives 90% of the total energy, fails to show binding.

These digits belong to the nonrelativistic Coulomb model. In the real ion, corrections of order \(\alpha_{\rm fs}^2\) hartree enter, with \(\alpha_{\rm fs}\approx1/137\) the fine-structure constant. The singlet and triplet 1s levels of positronium alone differ by about \(3\times10^{-5}\) hartree (\(8\times10^{-4}\) eV), which is more than the last digits of the detachment energy given above.

## Calculated quantities

```
hartree in eV: 27.211386 eV
bohr in angstrom: 0.52917721 angstrom
product function, exponent a: 0.64959 1/angstrom
product function, energy: -6.43082 eV
positronium threshold: -6.80285 eV
one term, exponent a: 0.983 1/angstrom
one term, exponent b: 0.280 1/angstrom
one term, exponent c: -0.011 1/angstrom
one term, direct overlap/(8 pi^2): 6.801220 angstrom^6
one term, direct kinetic/(8 pi^2): 53.707990 eV angstrom^6
one term, direct potential/(8 pi^2): -98.340906 eV angstrom^6
one term, exchange overlap/(8 pi^2): 2.128582 angstrom^6
one term, exchange kinetic/(8 pi^2): 8.695784 eV angstrom^6
one term, exchange potential/(8 pi^2): -26.436992 eV angstrom^6
one term, mean kinetic energy: 6.98826 eV
one term, mean potential energy: -13.97320 eV
one term, energy: -6.98494 eV
number of terms used to fit the box: 40
box for a+b: u=0 0.698, u=1 2.643 1/angstrom
box for a+c: u=0 0.930, u=1 1.348 1/angstrom
box for b+c: u=0 0.252, u=1 1.485 1/angstrom
first basis function a, b, c: 1.0245, 0.1871, 0.1959 1/angstrom
smallest c in the largest basis: -0.5141 1/angstrom
energy with 5 terms: -7.0975385 eV
energy with 10 terms: -7.1142221 eV
energy with 20 terms: -7.1290265 eV
energy with 40 terms: -7.1295106 eV
energy with 80 terms: -7.1295189 eV
energy with 120 terms: -7.1295198 eV
final energy, 40-digit quotient: -0.262005020 hartree
final energy, 40-digit quotient: -7.1295198 eV
mean kinetic energy: 7.129511 eV
mean potential energy: -14.259031 eV
virial ratio V/T: -2.0000013 (no unit)
Laguerre basis, number of functions: 372
Laguerre basis, energy: -7.1295211 eV
Laguerre minus exponential: -1.29e-06 eV
detachment energy to positronium: 0.012005 hartree
detachment energy to positronium: 0.32667 eV
```
